\section*{How deep 10 MHz surface heating penetrates into silicon}

\section*{Question}

In a thermoreflectance measurement a modulated laser heats a surface, and the small change of reflectivity reports the surface temperature. Take silicon near 300 K with diffusivity $D=88\ \mathrm{mm^2/s}$ and heat capacity per volume $C=1.65\ \mathrm{J/(cm^3\,K)}$. The absorbed flux has an oscillating part $q_0\cos\omega t$, with $q_0=1.0\ \mathrm{kW/cm^2}$, $\omega=2\pi f$ and $f=10$ MHz. In parts (a) to (c) the heating is laterally uniform and enters at the bare surface $z=0$ of a thick sample occupying $z>0$.

\begin{enumerate}
\item[(a)] Starting from energy conservation and Fourier's law, show that the amplitude of the temperature oscillation falls to $1/e$ of its surface value at the depth $\delta=\sqrt{D/(\pi f)}$.
\item[(b)] Show that $\delta$ is about 1.7 $\mu$m here. Is it a sharp boundary of the heated region? What happens to it at 20 MHz?
\item[(c)] Find the amplitude of the surface temperature and its phase relative to the flux.
\item[(d)] The silicon now carries an aluminium film of thickness $b=80$ nm and heat capacity $C_m=2.4\ \mathrm{J/(cm^3\,K)}$, joined to it by an interface of conductance $G=200\ \mathrm{MW/(m^2\,K)}$. The laser is absorbed in the film. Does $\delta$ in the silicon change? Find the temperature amplitudes of the metal and of the silicon surface.
\item[(e)] Remove the film and let the flux have the profile $q_0e^{-2r^2/w^2}$ with $w=10\ \mu$m. Find the leading correction to the $1/e$ depth below the spot centre. How do the depth and size of the steady heating compare with those of the oscillation?
\item[(f)] Discuss which assumptions are weakest for a real silicon sample, and estimate how far they could move the depth.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The decay length}

Let $T(z,t)$ be the oscillating part of the temperature. The equations are linear when the material properties are constant, so the steady part can be treated separately. A layer between $z$ and $z+dz$ stores heat at the rate $C\,(\partial T/\partial t)\,dz$ per unit area, which equals the flux entering minus the flux leaving:
\begin{equation}
C\frac{\partial T}{\partial t}=-\frac{\partial q}{\partial z},\qquad q=-k\frac{\partial T}{\partial z}.
\end{equation}
With constant conductivity $k$ and $D=k/C$, this becomes
\begin{equation}
\frac{\partial T}{\partial t}=D\frac{\partial^2T}{\partial z^2}.
\end{equation}
After the start-up transient has died away, $T$ oscillates at the driving frequency. Write $T=\mathrm{Re}[\theta(z)e^{i\omega t}]$. The time derivative gives a factor $i\omega$, so
\begin{equation}
\theta''=\frac{i\omega}{D}\,\theta .
\end{equation}
The solutions are $e^{\pm\lambda_0z}$ with $\lambda_0=\sqrt{i\omega/D}$. Since $(1+i)^2=2i$, we have $\sqrt i=(1+i)/\sqrt2$, and
\begin{equation}
\lambda_0=(1+i)\sqrt{\frac{\omega}{2D}}=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{2D}{2\pi f}}=\sqrt{\frac{D}{\pi f}} .
\end{equation}
The solution $e^{+\lambda_0z}$ grows without limit in a thick sample and is rejected. Hence
\begin{equation}
\theta(z)=\theta(0)\,e^{-z/\delta}e^{-iz/\delta},\qquad
\frac{|\theta(z)|}{|\theta(0)|}=e^{-z/\delta}.
\end{equation}
The ratio is $1/e$ at $z=\delta$, as required. The factor $e^{-iz/\delta}$ shows that the oscillation at this depth also lags the surface by one radian, or $57.3^\circ$.

\subsection*{(b) The value for silicon}

In millimetres and seconds,
\begin{equation}
\frac{D}{\pi f}=\frac{88}{\pi\times10^7}\ \mathrm{mm^2}=2.80\times10^{-6}\ \mathrm{mm^2}=2.80\ \mu\mathrm{m}^2,
\end{equation}
so that
\begin{equation}
\delta=\sqrt{2.80\ \mu\mathrm{m}^2}\approx1.67\ \mu\mathrm{m}\approx1.7\ \mu\mathrm{m}.
\end{equation}

This is a decay length, not a front. The amplitude is 37\% of its surface value at $\delta$, 13.5\% at $2\delta$ and 5\% at $3\delta$. The number also depends on the definition: $\sqrt{D/f}$ would give 2.97 $\mu$m and $\sqrt{D/\omega}$ would give 1.18 $\mu$m for the same temperature field.

At fixed $D$, doubling $f$ divides $\delta$ by $\sqrt2$, giving 1.18 $\mu$m at 20 MHz. Faster modulation leaves less time in each cycle for heat to spread before the flux reverses its oscillating part.

A direct solution of the diffusion equation in time confirms the result. A 12 $\mu$m slab with its far face held at zero was driven for 60 periods at 10 MHz, and the last period was analysed. The $1/e$ depth was 1.674 $\mu$m, in agreement with the formula; the numerical output also lists the run at 20 MHz.

\subsection*{(c) Surface amplitude and phase}

At the surface the conducted flux must equal the absorbed flux:
\begin{equation}
-k\theta'(0)=k\,\frac{1+i}{\delta}\,\theta(0)=q_0 .
\end{equation}
Therefore, using $1+i=\sqrt2\,e^{i\pi/4}$,
\begin{equation}
\theta(0)=\frac{q_0\delta}{k(1+i)}=\frac{q_0\delta}{\sqrt2\,k}\,e^{-i\pi/4}.
\end{equation}
The surface temperature lags the flux by $45^\circ$. The complete oscillation is
\begin{equation}
T(z,t)=\frac{q_0\delta}{\sqrt2\,k}\,e^{-z/\delta}\cos\!\left(\omega t-\frac z\delta-\frac\pi4\right).
\end{equation}
The conductivity is $k=DC=145.2\ \mathrm{W/(m\,K)}$. In SI units the amplitude is
\begin{equation}
|\theta(0)|=\frac{10^7\times1.674\times10^{-6}}{\sqrt2\times145.2}\ \mathrm K=0.0815\ \mathrm K .
\end{equation}
At fixed $q_0$ it varies as $1/\sqrt f$. The divergence as $f\to0$ reflects the absence of a steady state for uniform heating of an infinitely thick sample; a finite spot removes it, as part (e) shows.

\subsection*{(d) The aluminium film}

The film is thin compared with the micrometre-scale decay length of a 10 MHz heat wave in aluminium, and its own thermal resistance is small beside $1/G$, so we give it one temperature amplitude $\theta_m$. For a film conductivity near $200\ \mathrm{W/(m\,K)}$ this makes the amplitude at the outer metal surface about 3\% too low. Let $q_s$ be the complex flux amplitude entering the silicon and $\theta_s$ the amplitude at the silicon surface. From part (c), $\theta_s=Zq_s$ with $Z=\delta/[k(1+i)]$. The interface and the film obey
\begin{align}
q_s&=G(\theta_m-\theta_s)\quad\Rightarrow\quad\theta_m=\left(Z+\frac1G\right)q_s,\\
i\omega C_mb\,\theta_m&=q_0-q_s .
\end{align}
Substituting the first line into the second and collecting $q_s$ gives
\begin{equation}
\frac{q_s}{q_0}=\frac{1}{1+i\omega C_mb\,(Z+1/G)} .
\end{equation}

The equation inside the silicon is unchanged. The film alters the complex constant multiplying $e^{-(1+i)z/\delta}$, but not the exponent, so $\delta$ stays at 1.67 $\mu$m. The time-dependent calculation, repeated with the film, also gives 1.674 $\mu$m.

For the amplitudes, $\omega C_mb=1.206\times10^7\ \mathrm{W/(m^2\,K)}$ and
\begin{align}
Z+\frac1G&=\left[5.76(1-i)+5.00\right]\times10^{-9}\ \mathrm{m^2\,K/W}\nonumber\\
&=(10.76-5.76i)\times10^{-9}\ \mathrm{m^2\,K/W}.
\end{align}
Multiplying by $i\omega C_mb$ gives $0.070+0.130i$, so
\begin{equation}
\left|\frac{q_s}{q_0}\right|=\frac1{|1.070+0.130i|}=0.928 .
\end{equation}
The silicon surface amplitude is $0.928\times81.5=75.6$ mK. The metal amplitude is $|Z+1/G|\,|q_s|=113$ mK. It is larger because the heat must also cross the interface resistance. Thermoreflectance from the film reads the metal temperature, so its amplitude cannot be interpreted with the bare-silicon formula.

\subsection*{(e) A finite spot}

Resolve the flux into radial waves $J_0(pr)$, where $J_0$ is the Bessel function and $p$ the radial wavenumber:
\begin{equation}
q_0e^{-2r^2/w^2}=\frac{q_0w^2}{4}\int_0^\infty p\,e^{-p^2w^2/8}J_0(pr)\,dp .
\end{equation}
Lateral conduction adds $p^2$ to the squared decay constant, so each wave varies as $e^{-\lambda z}$ with $\lambda^2=p^2+\lambda_0^2$. Its temperature is its flux divided by $k\lambda$. On the axis $J_0(0)=1$, giving
\begin{equation}
\theta(z)=\frac{q_0w^2}{4k}\int_0^\infty p\,e^{-p^2w^2/8}\,\frac{e^{-\lambda z}}{\lambda}\,dp .
\label{spot}
\end{equation}

For $w\gg\delta$ the important $p$ are small compared with $1/\delta$. Then $\lambda\simeq\lambda_0+p^2/(2\lambda_0)$, and to first order in $p^2$
\begin{equation}
\frac{e^{-\lambda z}}{\lambda}\simeq\frac{e^{-\lambda_0z}}{\lambda_0}
\left[1-\frac{p^2}{2}\left(\frac{z}{\lambda_0}+\frac1{\lambda_0^2}\right)\right].
\end{equation}
The weight $p\,e^{-p^2w^2/8}$ has mean $\langle p^2\rangle=8/w^2$. On dividing by the surface value, the term in $1/\lambda_0^2$ cancels to this order:
\begin{equation}
\frac{\theta(z)}{\theta(0)}\simeq e^{-\lambda_0z}\left[1-\frac{4z}{w^2\lambda_0}\right],
\qquad \frac1{\lambda_0}=\frac{\delta(1-i)}2 .
\end{equation}
To first order, the modulus of the bracket is one plus its real correction, $1-2z\delta/w^2$. The $1/e$ condition is therefore $z/\delta+2z\delta/w^2\simeq1$, or
\begin{equation}
z_{1/e}\simeq\delta\left(1-\frac{2\delta^2}{w^2}\right).
\end{equation}
The relative change is $-2(2.80)/100=-5.6\%$. Numerical evaluation of (\ref{spot}) gives 1.58 $\mu$m, also 5.6\% below the uniform-heating value.

A laser supplies heat but cannot remove it, so for the sinusoidal modulation used here its mean flux is at least the oscillation amplitude. Take full modulation, for which the mean peak flux equals $q_0$. Setting $\omega=0$ makes $\lambda=p$, and at the surface
\begin{align}
\theta(0)&=\frac{q_0w^2}{4k}\int_0^\infty e^{-p^2w^2/8}\,dp
=\frac{q_0w^2}{4k}\,\frac{\sqrt{2\pi}}w\nonumber\\
&=\frac{\sqrt{2\pi}\,q_0w}{4k}=0.43\ \mathrm K .
\end{align}
This is about five times the oscillating amplitude on bare silicon. The steady profile falls to $1/e$ at 8.8 $\mu$m, a depth set by the spot size. The 1.7 $\mu$m depth thus describes the modulated temperature, not all the laser heating.

\subsection*{(f) Comparison with a real sample}

The material values, film, interface and spot are rough values chosen for an example near room temperature. A wafer hundreds of micrometres thick is effectively infinite for the oscillation; a silicon layer comparable with or thinner than $\delta$ is not. On bare silicon the weakest assumption can be that the heat enters at the surface. If the light is absorbed as $e^{-\alpha z}$ and becomes heat where it is absorbed, the temperature oscillation gains a part proportional to $e^{-\alpha z}$. Red and near-infrared light can penetrate silicon by several micrometres; when $1/\alpha$ is much larger than $\delta$, this part dominates and the $1/e$ depth approaches $1/\alpha$ instead of $\delta$. In real silicon only part of the photon energy becomes heat at once. The rest is held by electrons and holes, which spread several micrometres within one modulation cycle and, in pure silicon, can travel tens to hundreds of micrometres, or reach the surface, before they recombine. This can change both the amplitude and the depth, and the carriers also alter the reflectivity directly. An opaque metal film removes these problems. In a thick, pure sample heated through such a film, an important remaining assumption is local diffusion, which can fail because some phonons travel farther than $\delta$ between collisions.

A simple model gives the scale. Take three equal acoustic branches with wavenumber fraction $x$ running from 0 to 1, phonon frequency proportional to $\sin(\pi x/2)$, and group velocity $v\cos(\pi x/2)$ with $v=6400$ m/s. Let each mode have heat capacity $k_B$ and a scattering rate proportional to its frequency squared. A mode contributes to $k$ in proportion to velocity squared divided by scattering rate, and the number of modes varies as $x^2dx$. The share of heat carried by free paths above $\delta$ is then
\begin{equation}
S=\frac{\int_0^{x_\delta}x^2\cot^2(\pi x/2)\,dx}{\int_0^1x^2\cot^2(\pi x/2)\,dx},
\end{equation}
where the free path equals $\delta$ at $x_\delta$. Each branch has one mode per primitive cell. With lattice constant $a=0.543$ nm there are $n=4/a^3$ such cells per volume, and the largest wavenumber is $(6\pi^2n)^{1/3}$. The free path has the form $\Lambda_0\cos(\pi x/2)/\sin^2(\pi x/2)$, and summing one third of heat capacity times velocity times free path over the three branches gives $k=3nk_Bv\Lambda_0I$, where $I=8\ln2/\pi^2-1/3=0.229$ is the denominator of $S$. Requiring $k=145.2\ \mathrm{W/(m\,K)}$ gives $\Lambda_0\approx96$ nm, hence $x_\delta\approx0.15$ and $S\approx27\%$.

If this whole share were lost from $k$ with $C$ unchanged, the depth would become $\delta\sqrt{1-0.27}\approx1.43\ \mu$m, a reduction of 14\%. This is a scale for the possible error, not a prediction or a bound: the true shift can be smaller or larger. Long-path phonons still carry heat, the profile is no longer a single exponential and falls faster near the surface, and the model omits optical phonons and differences between branches.

Temperature matters to a similar degree. With the rough law $D\propto T^{-1.7}$, the depth varies as $T^{-0.85}$ at fixed $f$ and is 1.47 $\mu$m at 350 K, 12\% below its value at 300 K. The steady laser heating of 0.43 K changes it by about 0.1\%. For the stated conditions, ``about 1.7 $\mu$m'' is therefore a sound diffusive estimate, but for a real sample heated through a metal film even its second digit is uncertain, and on bare silicon lit by red or near-infrared light the $1/e$ depth can be two or more times larger.

\section*{Calculated quantities}
\begin{verbatim}
diffusivity D: 88 mm2/s
frequency f: 10 MHz
heat capacity C: 1.65 J/(cm3 K)
conductivity k = D*C: 145.2 W/(m K)
flux amplitude q0: 1.0 kW/cm2
D/(pi f): 2.801 um2
depth, formula: 1.674 um
depth, time stepping: 1.674 um
other convention sqrt(D/f): 2.97 um
other convention sqrt(D/omega): 1.18 um
amplitude ratio at 1 depth(s): simulated 0.3679, exp 0.3679
amplitude ratio at 2 depth(s): simulated 0.1353, exp 0.1353
amplitude ratio at 3 depth(s): simulated 0.0498, exp 0.0498
surface amplitude, formula: 81.5 mK
surface amplitude, time stepping: 81.5 mK
surface lag behind flux, simulated: 45.0 deg
extra lag at one depth, simulated: 57.3 deg
depth at 20 MHz: simulated 1.183, formula 1.183 um
depth at D = 30 mm2/s, 10 MHz: simulated 0.977, formula 0.977 um
film thickness: 80 nm
film heat capacity: 2.4 J/(cm3 K)
interface conductance: 200 MW/(m2 K)
depth in silicon under film, simulated: 1.674 um
flux amplitude passed by film: simulated 0.928, formula 0.928
metal temperature amplitude: 113.3 mK
silicon surface amplitude under film: 75.6 mK
spot radius w: 10 um
depth below spot centre: 1.580 um (-5.6 % against uniform heating)
steady heating, 1/e depth below spot: 8.84 um
steady rise for mean peak flux q0: 432 mK
phonon model sound speed: 6400 m/s
phonon model lattice constant: 0.543 nm
heat share of free paths above depth: 27 %
depth if that share is lost from k: 1.43 um (-14 %)
exponent of D(T): -1.7
depth at 350 K: 1.47 um (-12 % against 300 K)
depth change from steady laser heating: -0.12 %
\end{verbatim}
